**Semiclassical escape from a triangular inversion well, compared with complex-energy solutions**

The program examines the lifetime $\tau=t_r/T$, where $t_r=2\sqrt{2mE}/F$ is the round-trip time and $T$ the oxide transmission. Here $E$ is the ground-subband energy, $m$ the silicon mass normal to the interface and $F$ the force in the well. It asserts that the round-trip formula agrees with direct quadrature and with the spacing of high Airy levels, and that the tunnel exponent agrees with its integral. It also asserts the identity linking the interface wavefunction to the force, the estimate of the oxide tail, and the mean-force rule in a self-consistent well. At oxide fields of 7, 10 and 12 MV/cm, the transmission must lie within 4% of an Airy scattering solution, the energy within 1 meV and the lifetime within 5% of the outgoing-wave solution. At 10 MV/cm the output gives a round trip of 17.87 fs, a transmission of $5.79\times10^{-11}$ and a lifetime of $3.09\times10^{-4}$ s, 1.4% above the complex-energy value. Separate estimates of neglected effects show that the oxide mass, image force and two-band dispersion can each shorten the lifetime, by factors between about 7 and 11.

## Numerical check

```python
"""
Escape of an electron from a triangular silicon inversion well through oxide.

Result under test (atomic units, hbar = electron mass = charge = 1):
    lifetime = round_trip / T
    round_trip = 2 sqrt(2 m E) / F
    T = 4 v vo / (v^2 + vo^2) * exp(-2 S)
    2 S = (4/3) sqrt(2 mo) (phi - E)^(3/2) / Fo
E: subband energy above the silicon band edge at the interface;
F, Fo: forces in silicon and oxide; m, mo: masses normal to the interface;
phi: band offset; v = sqrt(2E/m); vo = sqrt(2 mo (phi-E))/mo.
The reference is the complex energy of the full outgoing-wave problem.
Material parameters are rough typical values for Si/SiO2/nitride.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros

mp.mp.dps = 40
pc = sc.physical_constants
EV = pc["Hartree energy in eV"][0]
NM = pc["Bohr radius"][0] * 1e9
SEC = pc["atomic unit of time"][0]
MVCM = pc["atomic unit of electric field"][0] * 1e-8
KB = sc.k / sc.e / EV                       # Hartree per kelvin

m, m_t, mo = 0.916, 0.19, 0.50
phi = 3.10 / EV
eps_si, eps_ox, eps_nit = 11.7, 3.9, 7.5
field_ox, field_dep = 10.0, 0.20            # MV/cm
d_ox_nm, temperature = 4.0, 300.0
nit_drop, m_nit = 1.05 / EV, 0.50
gap_ox, eps_optical = 9.0 / EV, 2.1
breakdown_rough = 15.0                      # MV/cm
zeros = -ai_zeros(25)[0]


def forces(oxide_mvcm):
    surface = oxide_mvcm * eps_ox / eps_si
    return (surface + field_dep) / 2 / MVCM, oxide_mvcm / MVCM


def wall_shift(E_hard, F, mass_ox=mo):
    kappa = np.sqrt(2 * mass_ox * (phi - E_hard))
    return F * mass_ox / (m * kappa)


def ground_energy(F, mass_ox=mo):
    hard = zeros[0] * (F**2 / (2 * m)) ** (1 / 3)
    return hard, hard - wall_shift(hard, F, mass_ox)


def round_trip(E, F):
    return 2 * np.sqrt(2 * m * E) / F


def transmission(E, Fo, mass_ox=mo, lowering=0.0):
    B = phi - E - lowering
    v, vo = np.sqrt(2 * E / m), np.sqrt(2 * B / mass_ox)
    exponent = 4 / 3 * np.sqrt(2 * mass_ox) * B**1.5 / Fo
    prefactor = 4 * v * vo / (v**2 + vo**2)
    return prefactor * np.exp(-exponent), prefactor, exponent


def outgoing(y):
    """Airy combination carrying flux away from the well, and its derivative."""
    return (mp.airybi(y) + 1j * mp.airyai(y),
            mp.airybi(y, derivative=1) + 1j * mp.airyai(y, derivative=1))


def resonance(F, Fo, guess, thickness=None):
    """Complex energy; a finite thickness adds a semi-infinite nitride."""
    F, Fo = mp.mpf(F), mp.mpf(Fo)
    s, so = mp.cbrt(2 * m * F), mp.cbrt(2 * mo * Fo)

    def mismatch(E):
        y = so * (phi - E) / Fo
        if thickness is None:
            w, dw = outgoing(y)
        else:
            Fn = Fo * eps_ox / eps_nit
            sn = mp.cbrt(2 * m_nit * Fn)
            u, du = outgoing(sn * (phi - Fo * thickness - nit_drop - E) / Fn)
            p = du * sn / m_nit * mo / so
            yd = y - so * thickness
            A, dA = mp.airyai(yd), mp.airyai(yd, derivative=1)
            B, dB = mp.airybi(yd), mp.airybi(yd, derivative=1)
            a, b = mp.pi * (u * dB - p * B), mp.pi * (A * p - dA * u)
            w = a * mp.airyai(y) + b * mp.airybi(y)
            dw = (a * mp.airyai(y, derivative=1)
                  + b * mp.airybi(y, derivative=1))
        q = -s * E / F
        return (s / m * mp.airyai(q, derivative=1)
                - so / mo * dw / w * mp.airyai(q))

    E = mp.findroot(mismatch, (mp.mpf(guess), mp.mpf(guess) * 1.001))
    return float(E.real), float(-1 / (2 * E.imag))


F, Fo = forces(field_ox)
E_hard, E = ground_energy(F)
trip = round_trip(E, F)
T, prefactor, exponent = transmission(E, Fo)
life = trip / T

# Round trip from its definition, and from the spacing of high exact levels.
direct = 2 * quad(lambda z: 1 / np.sqrt(2 * (E - F * z) / m), 0, E / F,
                  limit=200)[0]
assert abs(direct / trip - 1) < 1e-5
levels = zeros * (F**2 / (2 * m)) ** (1 / 3)
assert abs(4 * np.pi / (levels[21] - levels[19])
           / round_trip(levels[20], F) - 1) < 1e-3

# Tunnel exponent from quadrature.
exit_x = (phi - E) / Fo
action = quad(lambda x: np.sqrt(2 * mo * max(phi - E - Fo * x, 0)),
              0, exit_x)[0]
assert abs(2 * action / exponent - 1) < 1e-6

# Interface density identity, with Airy functions normalized by quadrature.
s = (2 * m * F) ** (1 / 3)
for trial in (0.7 * E, E, 0.98 * E_hard):
    a0, da0 = airy(-s * trial / F)[:2]
    norm = quad(lambda q: airy(q)[0] ** 2, -s * trial / F, 15,
                epsabs=1e-13)[0] / s
    force = ((s * da0) ** 2 / (2 * m) + trial * a0**2) / norm
    assert abs(force / F - 1) < 1e-7

# Transmission, level and lifetime against full wave solutions.
comparison = []
for field in (7.0, 10.0, 12.0):
    f, fo = forces(field)
    e = ground_energy(f)[1]
    t = transmission(e, fo)[0]
    so = (2 * mo * fo) ** (1 / 3)
    ai, dai, bi, dbi = airy(so * (phi - e) / fo)
    w, slope = bi + 1j * ai, -so * (dbi + 1j * dai)
    v = np.sqrt(2 * e / m)
    incident = (w + slope / (1j * mo * v)) / 2
    flux = np.imag(np.conj(w) * slope) / mo
    t_wave = flux / (v * abs(incident) ** 2)
    assert abs(t / t_wave - 1) < 0.04
    e_ref, life_ref = resonance(f, fo, e)
    assert abs(e - e_ref) * EV < 1e-3
    assert abs(round_trip(e, f) / t / life_ref - 1) < 0.05
    comparison.append((field, round_trip(e, f) / t, life_ref, e_ref, t_wave))
ref_life, ref_E, ref_T = comparison[1][2:5]

# Weight of the evanescent tail relative to the silicon part.
kappa = np.sqrt(2 * mo * (phi - E))
density0 = 2 * F / (m * (2 * E / m + (kappa / mo) ** 2))
tail = density0 / (2 * kappa)
so = (2 * mo * Fo) ** (1 / 3)
y0 = so * (phi - E) / Fo
tail_direct = density0 * quad(
    lambda y: (airy(y)[2] / airy(y0)[2]) ** 2, 0, y0)[0] / so
assert abs(tail / tail_direct - 1) < 0.10

# Self-consistent well with all inversion charge in one subband.
F_surface, F_dep = field_ox * eps_ox / eps_si / MVCM, field_dep / MVCM
z = np.linspace(0, 15 / NM, 2001)
h = z[1] - z[0]
V = F * z
for iteration in range(200):
    value, vector = eigh_tridiagonal(
        1 / (m * h**2) + V[1:-1], np.full(len(z) - 3, -1 / (2 * m * h**2)),
        select="i", select_range=(0, 0))
    psi = np.r_[0, vector[:, 0], 0] / np.sqrt(h)
    enclosed = cumulative_trapezoid(psi**2, z, initial=0)
    local_force = F_dep + (F_surface - F_dep) * (1 - enclosed)
    V_new = cumulative_trapezoid(local_force, z, initial=0)
    change = np.max(abs(V_new - V))
    V += 0.3 * (V_new - V)
    if change < 1e-10:
        break
assert change < 1e-9
wall_force = (psi[1] / h) ** 2 / (2 * m)
assert abs(wall_force / F - 1) < 2e-3
E_curved_hard = value[0]
E_curved = E_curved_hard - wall_shift(E_curved_hard, F)
life_curved = round_trip(E_curved, F) / transmission(E_curved, Fo)[0]

# Subband occupation in the triangular well, both silicon valley ladders.
density = eps_si * (F_surface - F_dep) / (4 * np.pi)
ladder2 = zeros[:6] * (F**2 / (2 * m_t)) ** (1 / 3)
all_E = np.r_[levels[:6], ladder2]
dos = np.r_[np.full(6, 2 * m_t / np.pi),
            np.full(6, 4 * np.sqrt(m * m_t) / np.pi)]


def occupation(mu, kelvin):
    kt = KB * kelvin
    return dos * kt * np.logaddexp(0, (mu - all_E) / kt)


def in_plane_ratio(kelvin):
    """Mean escape rate of the ground subband over that at zero wavevector."""
    mu = brentq(lambda x: occupation(x, kelvin).sum() - density, -0.1, 0.2)
    kt, top = KB * kelvin, mu - levels[0]
    energy = np.linspace(0, max(top, 0) + 25 * kt, 4001)
    fermi = 1 / (np.exp((energy - top) / kt) + 1)
    rate = transmission(E, Fo, lowering=energy * (1 - m_t / mo))[0] / T
    return np.sum(rate * fermi) / np.sum(fermi), mu


ratio_300, mu = in_plane_ratio(temperature)
ratio_360, _ = in_plane_ratio(360.0)
occupied = occupation(mu, temperature)
ground_fraction = occupied[0] / occupied.sum()
per_cm2 = 1 / (NM * 1e-7) ** 2
current = sc.e * occupied[0] * per_cm2 / (life * SEC)

# Other neglected effects, each taken alone.
x = np.linspace(1e-4, exit_x, 200001)
image = (eps_si - eps_optical) / (eps_si + eps_optical) / (4 * eps_optical * x)
barrier = phi - E - Fo * x


def exponent_of(k):
    return 2 * np.sum((k[1:] + k[:-1]) / 2 * np.diff(x))


plain = exponent_of(np.sqrt(2 * mo * np.maximum(barrier, 0)))
with_image = exponent_of(np.sqrt(2 * mo * np.maximum(barrier - image, 0)))
two_band = exponent_of(np.sqrt(
    2 * mo * np.maximum(barrier * (1 - barrier / gap_ox), 0)))
E_light = ground_energy(F, 0.42)[1]
life_light = round_trip(E_light, F) / transmission(E_light, Fo, 0.42)[0]
life_hard = round_trip(E_hard, F) / transmission(E_hard, Fo)[0]
assert exit_x * NM < 3.5
thicknesses = np.linspace(3.5, 4.5, 11)
nitride = np.array([resonance(F, Fo, E, d / NM)[1] / ref_life
                    for d in thicknesses])
nitride_example = resonance(F, Fo, E, d_ox_nm / NM)[1] / ref_life

print("INPUTS (rough typical values)")
print(f"oxide field {field_ox:.1f} MV/cm; depletion field {field_dep:.2f} MV/cm")
print(f"band offset {phi*EV:.2f} eV; oxide thickness {d_ox_nm:.1f} nm")
print(f"masses: Si normal {m:.3f}, Si in-plane {m_t:.2f}, oxide {mo:.2f} m_e")
print(f"relative permittivities: Si {eps_si}, oxide {eps_ox}, nitride {eps_nit}")
print(f"temperature {temperature:.0f} K")
print("WELL")
print(f"silicon surface field {F_surface*MVCM:.3f} MV/cm")
print(f"uniform well field {F*MVCM:.3f} MV/cm = {F:.4e} a.u.")
print(f"Airy constant {zeros[0]:.4f}; Bohr-Sommerfeld {(9*np.pi/8)**(2/3):.4f}")
print(f"hard-wall energy {E_hard*EV:.4f} eV")
print(f"finite-barrier shift {(E-E_hard)*EV:.4f} eV")
print(f"effective wall displacement {(E_hard-E)/F*NM:.4f} nm")
print(f"ground energy {E*EV:.4f} eV; full-wave value {ref_E*EV:.4f} eV")
print(f"turning point {E/F*NM:.3f} nm = {E/F*NM*10:.2f} angstrom")
print(f"round-trip time {trip*SEC*1e15:.2f} fs = {trip:.1f} a.u.")
print(f"2 pi hbar/(E1-E0), hard wall {2*np.pi/(levels[1]-levels[0])*SEC*1e15:.2f} fs")
print("OXIDE AND LIFETIME")
print(f"barrier above level {(phi-E)*EV:.4f} eV; exit distance {exit_x*NM:.3f} nm")
print(f"velocities v {np.sqrt(2*E/m):.4f}, vo {kappa/mo:.4f} a.u.")
print(f"decay constant at interface {kappa/NM:.3f} 1/nm")
print(f"tunnel exponent 2S {exponent:.3f}; interface factor {prefactor:.4f}")
print(f"transmission {T:.4e}; full-wave value {ref_T:.4e}")
print(f"lifetime {life*SEC:.4e} s = {life:.4e} a.u.")
print(f"complex-energy lifetime {ref_life*SEC:.4e} s")
print(f"formula/complex-energy lifetime {life/ref_life:.4f}")
print(f"tail weight relative to silicon {tail:.5f}")
print(f"lifetime with unshifted hard-wall energy {life_hard*SEC:.4e} s")
for field, value_formula, value_ref, _, _ in comparison:
    print(f"at {field:.0f} MV/cm: formula {value_formula*SEC:.3e} s, "
          f"complex energy {value_ref*SEC:.3e} s")
print("CARRIERS AND NEGLECTED EFFECTS (each alone)")
print(f"inversion density {density*per_cm2:.3e} 1/cm2")
print(f"ground-subband fraction {ground_fraction:.3f}")
print(f"Fermi level above hard-wall ground level {(mu-levels[0])*EV:.4f} eV")
print(f"ground-subband current, zero-wavevector rate {current:.3e} A/cm2")
print(f"self-consistent ground energy {E_curved*EV:.4f} eV")
print(f"wall force/mean force in curved well {wall_force/F:.5f}")
print(f"lifetime ratio, curved/triangular well {life_curved/life:.3f}")
print(f"rate ratio, in-plane average: 300 K {ratio_300:.3f}, 360 K {ratio_360:.3f}")
print(f"lifetime ratio, image force {np.exp(with_image-plain):.3f}")
print(f"lifetime ratio, two-band oxide (gap {gap_ox*EV:.1f} eV) "
      f"{np.exp(two_band-plain):.3f}")
print(f"lifetime ratio, oxide mass 0.42 m_e {life_light/life:.3f}")
print(f"lifetime ratio, nitride behind {d_ox_nm:.1f} nm oxide {nitride_example:.3f}")
print(f"same ratio, oxide 3.5-4.5 nm: {nitride.min():.3f} to {nitride.max():.3f}")
print(f"oxide field/rough breakdown field ({breakdown_rough:.0f} MV/cm) "
      f"{field_ox/breakdown_rough:.2f}")
print("every check passed")
```

It prints:

```
INPUTS (rough typical values)
oxide field 10.0 MV/cm; depletion field 0.20 MV/cm
band offset 3.10 eV; oxide thickness 4.0 nm
masses: Si normal 0.916, Si in-plane 0.19, oxide 0.50 m_e
relative permittivities: Si 11.7, oxide 3.9, nitride 7.5
temperature 300 K
WELL
silicon surface field 3.333 MV/cm
uniform well field 1.767 MV/cm = 3.4356e-04 a.u.
Airy constant 2.3381; Bohr-Sommerfeld 2.3203
hard-wall energy 0.2551 eV
finite-barrier shift -0.0158 eV
effective wall displacement 0.0893 nm
ground energy 0.2393 eV; full-wave value 0.2393 eV
turning point 1.354 nm = 13.54 angstrom
round-trip time 17.87 fs = 738.9 a.u.
2 pi hbar/(E1-E0), hard wall 21.67 fs
OXIDE AND LIFETIME
barrier above level 2.8607 eV; exit distance 2.861 nm
velocities v 0.1386, vo 0.6485 a.u.
decay constant at interface 6.127 1/nm
tunnel exponent 2S 23.371; interface factor 0.8174
transmission 5.7885e-11; full-wave value 5.8824e-11
lifetime 3.0876e-04 s = 1.2764e+13 a.u.
complex-energy lifetime 3.0447e-04 s
formula/complex-energy lifetime 1.0141
tail weight relative to silicon 0.00263
lifetime with unshifted hard-wall energy 2.5462e-04 s
at 7 MV/cm: formula 2.168e+01 s, complex energy 2.147e+01 s
at 10 MV/cm: formula 3.088e-04 s, complex energy 3.045e-04 s
at 12 MV/cm: formula 3.972e-06 s, complex energy 3.906e-06 s
CARRIERS AND NEGLECTED EFFECTS (each alone)
inversion density 2.026e+13 1/cm2
ground-subband fraction 0.907
Fermi level above hard-wall ground level 0.1155 eV
ground-subband current, zero-wavevector rate 9.536e-03 A/cm2
self-consistent ground energy 0.3184 eV
wall force/mean force in curved well 0.99992
lifetime ratio, curved/triangular well 0.382
rate ratio, in-plane average: 300 K 1.788, 360 K 1.827
lifetime ratio, image force 0.129
lifetime ratio, two-band oxide (gap 9.0 eV) 0.093
lifetime ratio, oxide mass 0.42 m_e 0.152
lifetime ratio, nitride behind 4.0 nm oxide 0.884
same ratio, oxide 3.5-4.5 nm: 0.722 to 1.479
oxide field/rough breakdown field (15 MV/cm) 0.67
every check passed
```
